# Core excitation errors in semilocal TDDFT: self-interaction against missing relaxation: a numerical check

```python
"""
Result under test: semilocal TDDFT puts 1s excitation energies too low because of
1s self-interaction (growing like Z); missing orbital relaxation acts the OTHER way.
Short-range exact exchange reduces the first error until it balances the second.

Exchange-only, nonrelativistic atoms. Functional family (fraction c, range mu):
    E_x = E_B88 + c * (E_HF_shortrange - E_B88_shortrange), interaction erfc(mu r)/r
    c = 0 : B88 (semilocal);   c = 1, mu = 0 : Hartree-Fock.
omega    : response energy of the spin-down 1s electron (1s -> valence)
frozen   : energy of the determinant with the response orbital, others unrelaxed
defect X : frozen - omega          (zero for exact exchange)
relax  R : frozen - relaxed (Delta-SCF) energy of the same functional
reference: Hartree-Fock Delta-SCF excitation energy
Atomic units inside, eV in the output.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, erfc, spherical_jn
from pyscf import gto, scf, dft, ao2mo
from pyscf.tdscf import uhf as td_uhf

EV = constants.physical_constants["Hartree energy in eV"][0]
MU = 1.0
BETA = 0.0042
C_LDA = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)


def short_range_share(a):
    """Share F of uniform-gas exchange kept by erfc(mu r)/r, a = mu/(2k); also a*dF/da."""
    s = np.minimum(a, 3.0)
    e = np.exp(-1 / (4 * s * s))
    root = np.sqrt(np.pi) * erf(1 / (2 * s))
    f = 1 - 8 / 3 * s * (root + (2 * s - 4 * s**3) * e - 3 * s + 4 * s**3)
    df = -8 / 3 * s * (root + (2 * s - 16 * s**3) * e - 6 * s + 16 * s**3)
    b = np.maximum(a, 3.0)
    t1, t2, t3 = 1 / (36 * b**2), 1 / (960 * b**4), 1 / (26880 * b**6)
    far = a > 3.0
    return (np.where(far, t1 - t2 + t3, f),
            np.where(far, -2 * t1 + 4 * t2 - 6 * t3, df))


def semilocal(rho, gamma, c, mu):
    """One-spin exchange energy density and its derivatives by rho and gamma=|grad rho|^2."""
    x = np.sqrt(gamma) / rho ** (4 / 3)
    ash = np.arcsinh(x)
    den = 1 + 6 * BETA * x * ash
    dden = 6 * BETA * (ash + x / np.sqrt(1 + x * x))
    k = 2 * (C_LDA + BETA * x * x / den)
    kx = 2 * BETA * (2 * den - x * dden) / den**2
    rho_k_rho = -4 / 3 * kx * x * x
    k_gamma = kx / (2 * rho ** (8 / 3))
    if mu > 0:
        share, dshare = short_range_share(
            mu * np.sqrt(k) / (6 * np.sqrt(np.pi) * rho ** (1 / 3)))
    else:
        share, dshare = 1.0, 0.0
    keep, slope = 1 - c * share, -c * dshare
    energy = -0.5 * rho ** (4 / 3) * k * keep
    v_rho = -0.5 * rho ** (1 / 3) * (4 / 3 * k * keep + rho_k_rho * keep
                                     + slope * (rho_k_rho / 2 - k / 3))
    v_gamma = -0.5 * rho ** (4 / 3) * k_gamma * (keep + slope / 2)
    return energy, v_rho, v_gamma


def tempered(low, high, ratio):
    count = int(np.ceil(np.log(high / low) / np.log(ratio)))
    return [float(low * ratio**i) for i in range(count)]


class Atom:
    """up, down: (number of s orbitals, number of p shells) filled for each spin."""

    def __init__(self, symbol, up, down, final):
        self.z = gto.charge(symbol)
        n_up, n_down = up[0] + 3 * up[1], down[0] + 3 * down[1]
        s_exp = tempered(0.025, 50 * self.z**2, 2.25)
        p_exp = tempered(0.03, 2 * self.z**2, 2.5)
        basis = [[0, [x, 1.0]] for x in s_exp] + [[1, [x, 1.0]] for x in p_exp]
        mol = gto.M(atom=[[symbol, (0.0, 0.0, 0.0)]], basis={symbol: basis},
                    spin=n_up - n_down, unit="Bohr", verbose=0)
        self.mol, self.n = mol, mol.nao_nr()
        ns, npr = len(s_exp), len(p_exp)
        self.blocks = [np.arange(ns)] + [ns + m + 3 * np.arange(npr) for m in range(3)]
        self.h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.s = mol.intor("int1e_ovlp")
        val, vec = np.linalg.eigh(self.s)
        self.orth = vec / np.sqrt(val)
        self.eri = ao2mo.restore(1, mol.intor("int2e", aosym="s8"), self.n)
        with mol.with_range_coulomb(MU):
            self.eri_lr = ao2mo.restore(1, mol.intor("int2e", aosym="s8"), self.n)
        # density matrices are diagonal in the symmetry blocks s, px, py, pz
        self.p = p = np.concatenate([np.repeat(b, len(b)) for b in self.blocks])
        self.q = q = np.concatenate([np.tile(b, len(b)) for b in self.blocks])
        self.coul = self.eri[p[:, None], q[:, None], p[None], q[None]]
        self.exch = self.eri[p[:, None], p[None], q[:, None], q[None]]
        self.exch_lr = self.eri_lr[p[:, None], p[None], q[:, None], q[None]]
        # logarithmic radial grid times product angular grid
        lr = np.linspace(np.log(1e-4), np.log(40.0), 110)
        r = np.exp(lr)
        ct, wt = np.polynomial.legendre.leggauss(8)
        phi = 0.3 + np.arange(4) * np.pi / 2
        st = np.sqrt(1 - ct**2)
        unit = np.array([[a * np.cos(f), a * np.sin(f), b]
                         for a, b in zip(st, ct) for f in phi])
        w_ang = np.repeat(wt, 4) * np.pi / 2
        self.w = np.outer(r**3 * (lr[1] - lr[0]), w_ang).ravel()
        coords = (r[:, None, None] * unit[None]).reshape(-1, 3)
        self.ao = np.asarray(mol.eval_gto("GTOval_sph_deriv1", coords))
        # occupied orbital numbers per spin and block
        self.ground = [[list(range(o[0]))] + [list(range(o[1]))] * 3 for o in (up, down)]
        hole = [list(range(1, down[0]))] + [list(range(down[1]))] * 3
        self.target = 0 if final == "s" else 3
        self.filled = down[0] if final == "s" else down[1]
        hole[self.target] = hole[self.target] + [self.filled]
        self.excited = [self.ground[0], hole]
        guess = np.asarray(scf.hf.init_guess_by_minao(mol)).reshape(self.n, self.n)
        self.guess = [guess * n_up / (n_up + n_down), guess * n_down / (n_up + n_down)]

    def fields(self, dm):
        t = self.ao[0] @ dm
        rho = np.sum(t * self.ao[0], axis=1)
        grad = np.array([2 * np.sum(t * self.ao[i], axis=1) for i in (1, 2, 3)])
        return rho, grad

    def energy_fock(self, dms, c, mu):
        p, q, total = self.p, self.q, dms[0] + dms[1]
        vh = np.zeros_like(self.h)
        vh[p, q] = self.coul @ total[p, q]
        energy = np.sum((self.h + vh / 2) * total)
        kernel = None
        if c > 0:
            kernel = c * (self.exch - self.exch_lr) if mu > 0 else c * self.exch
        focks = []
        for dm in dms:
            fock = self.h + vh
            if kernel is not None:
                vk = np.zeros_like(self.h)
                vk[p, q] = kernel @ dm[p, q]
                energy -= 0.5 * np.sum(vk * dm)
                fock = fock - vk
            if not (c == 1 and mu == 0):
                rho, grad = self.fields(dm)
                ok = rho > 1e-11
                e, vr, vg = (np.zeros_like(rho) for _ in range(3))
                gamma = np.sum(grad**2, axis=0) + 1e-40
                e[ok], vr[ok], vg[ok] = semilocal(rho[ok], gamma[ok], c, mu)
                energy += np.sum(self.w * e)
                half = self.ao[0] * (0.5 * self.w * vr)[:, None]
                for i in range(3):
                    half += self.ao[i + 1] * (2 * self.w * vg * grad[i])[:, None]
                m = self.ao[0].T @ half
                fock = fock + m + m.T
            focks.append(fock)
        return energy, focks

    def orbitals(self, fock):
        out = []
        for b in self.blocks:
            e, c = eigh(fock[np.ix_(b, b)], self.s[np.ix_(b, b)])
            full = np.zeros((self.n, len(b)))
            full[b] = c
            out.append((e, full))
        return out

    def scf(self, occ, c, mu, dms):
        old_f, old_e = [], []
        for _ in range(100):
            energy, focks = self.energy_fock(dms, c, mu)
            err = []
            for f, d in zip(focks, dms):
                fds = f @ d @ self.s
                err.append(self.orth.T @ (fds - fds.T) @ self.orth)
            err = np.array(err).ravel()
            size = np.abs(err).max()
            if size < 1e-6:
                break
            old_f, old_e = (old_f + [np.array(focks)])[-8:], (old_e + [err])[-8:]
            m = len(old_e)
            gram = np.array([[a @ b for b in old_e] for a in old_e])
            mat = np.ones((m + 1, m + 1))
            mat[:m, :m] = gram / gram.diagonal().max()
            mat[m, m] = 0
            rhs = np.zeros(m + 1)
            rhs[m] = 1
            coef = np.linalg.lstsq(mat, rhs, rcond=1e-14)[0][:m]
            mixed = sum(k * f for k, f in zip(coef, old_f))
            dms = []
            for f, o in zip(mixed, occ):
                cs = np.hstack([orb[1][:, idx] for orb, idx in zip(self.orbitals(f), o)])
                dms.append(cs @ cs.T)
        assert size < 1e-5, "self-consistency not reached"
        return energy, dms, [self.orbitals(f) for f in focks]

    def response(self, dms, orbs, c, mu):
        """Lowest 1s(down) -> virtual(down) excitation; returns energy, orbital, gap."""
        core_e, core = orbs[1][0][0][0], orbs[1][0][1][:, 0]
        ev = orbs[1][self.target][0][self.filled:]
        cv = orbs[1][self.target][1][:, self.filled:]
        t = np.tensordot(core, self.eri, (0, 0))
        inner = np.tensordot(t, core, (1, 0))
        if c > 0:
            direct = np.tensordot(core, t, (0, 0))
            if mu > 0:
                t_lr = np.tensordot(core, self.eri_lr, (0, 0))
                direct = direct - np.tensordot(core, t_lr, (0, 0))
            inner = inner - c * direct
        a = np.diag(ev - core_e) + cv.T @ inner @ cv
        if not (c == 1 and mu == 0):
            rho, grad = self.fields(dms[1])
            ok = rho > 1e-11
            rho, grad, w = rho[ok][:, None], grad[:, ok][:, :, None], self.w[ok][:, None]
            fi = (self.ao @ core)[:, ok][:, :, None]
            fa = (self.ao @ cv)[:, ok]
            dr = fi[0] * fa[0]
            dg = fi[1:] * fa[0] + fi[0] * fa[1:]
            # pointwise step keeps the density change small everywhere
            norm = np.sqrt(np.sum(grad**2, axis=0))
            step = 1e-4 / (np.abs(dr) / rho
                           + np.sqrt(np.sum(dg**2, axis=0)) / (norm + rho) + 1e-30)
            parts = []
            for sign in (1, -1):
                g = grad + sign * step * dg
                _, vr, vg = semilocal(rho + sign * step * dr,
                                      np.sum(g**2, axis=0) + 1e-40, c, mu)
                parts.append((vr, 2 * vg * g))
            fr = (parts[0][0] - parts[1][0]) / (2 * step)
            fg = (parts[0][1] - parts[1][1]) / (2 * step)
            k = dr.T @ (w * fr) + sum(dg[i].T @ (w * fg[i]) for i in range(3))
            a = a + (k + k.T) / 2
        om, vec = np.linalg.eigh(a)
        return om[0], cv @ vec[:, 0], ev[0] - core_e

    def repulsion(self, u, v, eri):
        t = np.tensordot(u, np.tensordot(u, eri, (0, 0)), (0, 0))
        return v @ t @ v


# attenuation function against quadrature over the uniform-gas exchange hole
def hole(x):
    return spherical_jn(1, x) ** 2 / x


whole = quad(hole, 1e-9, 300, limit=2000)[0]
for a_test in (0.1, 0.4, 1.5, 4.0):
    part = quad(lambda x: hole(x) * erfc(2 * a_test * x), 1e-9, 4 / a_test, limit=500)[0]
    assert abs(part / whole - short_range_share(np.array(a_test))[0]) < 1e-4

# functional derivatives against finite differences of the energy density
for r0, g0 in ((0.3, 0.5), (20.0, 9000.0), (0.002, 1e-5)):
    _, v1, v2 = semilocal(r0, g0, 0.5, MU)
    d1 = (semilocal(r0 * 1.0001, g0, 0.5, MU)[0]
          - semilocal(r0 * 0.9999, g0, 0.5, MU)[0]) / (2e-4 * r0)
    d2 = (semilocal(r0, g0 * 1.0001, 0.5, MU)[0]
          - semilocal(r0, g0 * 0.9999, 0.5, MU)[0]) / (2e-4 * g0)
    assert abs(d1 / v1 - 1) < 1e-5 and abs(d2 / v2 - 1) < 1e-5


def hydrogenic(z):
    """J, semilocal exchange energy g(1), g'(1), frozen removal defect of a 1s pair."""
    def dens(r):
        return z**3 / np.pi * np.exp(-2 * z * r)

    def inside(r):
        return 1 - np.exp(-2 * z * r) * (1 + 2 * z * r + 2 * (z * r) ** 2)

    def integral(pick):
        def f(r):
            n = dens(r)
            g = (2 * z * n) ** 2
            e, vr, vg = semilocal(n, g, 0.0, 0.0)
            return 4 * np.pi * r * r * (e if pick == 0 else vr * n + 2 * vg * g)
        return quad(f, 0, 25 / z, limit=300)[0]
    j = 2 * quad(lambda r: 4 * np.pi * r * dens(r) * inside(r), 0, 25 / z, limit=300)[0]
    g1, dg1 = integral(0), integral(1)
    return j, g1, dg1, j / 2 + dg1 - g1


h1, h15 = hydrogenic(1.0), hydrogenic(15.0)
assert abs(h1[0] - 5 / 8) < 1e-6
assert abs(h15[3] / (15 * h1[3]) - 1) < 1e-5

names = ["N", "Na", "P"]
atoms = {"N": Atom("N", (2, 1), (2, 0), "p"),
         "Na": Atom("Na", (3, 1), (2, 1), "s"),
         "P": Atom("P", (3, 2), (3, 1), "p")}
data = {}
for name in names:
    at, d = atoms[name], {}
    start = at.guess
    for tag, c, mu in (("b88", 0.0, 0.0), ("hf", 1.0, 0.0)):
        e0, dms, orbs = at.scf(at.ground, c, mu, start)
        start = dms
        om, va, gap = at.response(dms, orbs, c, mu)
        core_e, core = orbs[1][0][0][0], orbs[1][0][1][:, 0]
        ion = dms[1] - np.outer(core, core)
        moved = [dms[0], ion + np.outer(va, va)]
        frozen = at.energy_fock(moved, c, mu)[0] - e0
        relaxed = at.scf(at.excited, c, mu, moved)[0] - e0
        d[tag] = dict(e0=e0, dms=dms, om=om, gap=gap, eps=core_e, frozen=frozen,
                      relaxed=relaxed, x=frozen - om, r=frozen - relaxed,
                      x1s=at.energy_fock([dms[0], ion], c, mu)[0] - e0 + core_e,
                      attraction=at.repulsion(core, va, at.eri), core=core, va=va)
    d["ref"] = d["hf"]["relaxed"]
    data[name] = d


def short_range_error(name, c):
    at, d = atoms[name], data[name]
    _, dms, orbs = at.scf(at.ground, c, MU, d["b88"]["dms"])
    return (at.response(dms, orbs, c, MU)[0] - d["ref"]) * EV


err0 = {n: (data[n]["b88"]["om"] - data[n]["ref"]) * EV for n in names}
err_hf = {n: (data[n]["hf"]["om"] - data[n]["ref"]) * EV for n in names}
err_half = {n: short_range_error(n, 0.5) for n in names}
err_one = {n: short_range_error(n, 1.0) for n in names}
poly = np.polyfit([0, 0.5, 1], [err0["P"], err_half["P"], err_one["P"]], 2)
c_bal = brentq(lambda c: np.polyval(poly, c), 0, 1)
err_bal = {n: short_range_error(n, c_bal) for n in names}

# independent program: total energies and full response (all electrons, both spins) of N
at, d = atoms["N"], data["N"]
uhf_energy = scf.UHF(at.mol).kernel(dm0=np.array(d["hf"]["dms"]))
assert abs(uhf_energy - d["hf"]["e0"]) < 1e-5
ks = dft.UKS(at.mol)
ks.xc = "b88,"
ks.grids.atom_grid = {"N": (90, 110)}
ks.grids.prune = None
ks_energy = ks.kernel(dm0=np.array(d["b88"]["dms"]))
assert abs(ks_energy - d["b88"]["e0"]) < 1e-3


def assemble(m):
    aa, ab, bb = m
    na, nb = aa.shape[0] * aa.shape[1], bb.shape[0] * bb.shape[1]
    ab = ab.reshape(na, nb)
    return np.block([[aa.reshape(na, na), ab], [ab.T, bb.reshape(nb, nb)]]), na, bb.shape[1]


a_parts, b_parts = td_uhf.get_ab(ks)
(a_full, n_alpha, n_virt), b_full = assemble(a_parts), assemble(b_parts)[0]
root = np.sqrt(np.diag(a_full - b_full))
sq, vecs = np.linalg.eigh(root[:, None] * (a_full + b_full) * root[None])
weight = np.sum(vecs[n_alpha:n_alpha + n_virt] ** 2, axis=0)
full_om = np.sqrt(sq[weight > 0.5].min())
assert abs(full_om - d["b88"]["om"]) * EV < 0.1

# physical claims
for n in names:
    b, f = data[n]["b88"], data[n]["hf"]
    assert abs(f["x"]) * EV < 1e-3                     # exact exchange: no defect
    assert err0[n] < 0 < err_hf[n]                     # opposite signs of the two errors
    assert b["r"] > 0 and b["x"] > b["r"]
    assert abs(b["om"] - b["gap"]) * EV < 2.0          # response close to orbital gap
    assert abs(data[n]["ref"] - b["relaxed"]) * EV < 0.5 * abs(err0[n])
    assert abs((b["x"] - b["x1s"]) / b["attraction"] + 1) < 0.5
assert abs(err0["N"]) < abs(err0["Na"]) < abs(err0["P"])
slope = (data["P"]["b88"]["x1s"] - data["N"]["b88"]["x1s"]) / 8
assert abs(slope / h1[3] - 1) < 0.2    # outer electrons and screening alter the pure 1s law
for n in ("Na", "P"):
    assert abs(err_half[n]) < abs(err0[n])
assert abs(err_bal["P"]) < 0.5

pb, pat = data["P"]["b88"], atoms["P"]
core_lr = pat.repulsion(pb["core"], pb["core"], pat.eri_lr)
core_j = pat.repulsion(pb["core"], pb["core"], pat.eri)
val_lr = pat.repulsion(pb["va"], pb["va"], pat.eri_lr)
val_j = pat.repulsion(pb["va"], pb["va"], pat.eri)
assert abs(core_lr / (2 * MU / np.sqrt(np.pi)) - 1) < 0.03
assert 1 - core_lr / core_j > 1 - val_lr / val_j


def row(label, values, unit="eV", digits=2):
    print(f"{label:<50s}" + "".join(f"{v:10.{digits}f}" for v in values) + "  " + unit)


def col(tag, key):
    return [data[n][tag][key] * EV for n in names]


print("Hydrogenic 1s pair, B88, per unit of Z:")
row("  self-repulsion J", [h1[0]], "hartree", 4)
row("  exchange energy g(1)", [h1[1]], "hartree", 4)
row("  derivative g'(1)", [h1[2]], "hartree", 4)
row("  removal defect J/2 + g'(1) - g(1)", [h1[3]], "hartree", 4)
row("  same defect", [h1[3] * EV], "eV", 3)
print(f"{'Columns: atom':<50s}" + "".join(f"{n:>10s}" for n in names))
row("nuclear charge Z", [atoms[n].z for n in names], "", 0)
row("B88 1s(down) orbital energy", col("b88", "eps"))
row("B88 orbital-energy gap", col("b88", "gap"))
row("B88 response energy omega", col("b88", "om"))
row("reference: Hartree-Fock Delta-SCF", [data[n]["ref"] * EV for n in names])
row("error of B88 omega", [err0[n] for n in names])
row("1s removal defect X_1s (B88)", col("b88", "x1s"))
row("electron-hole attraction (1s1s|aa)", col("b88", "attraction"))
row("whole defect X (B88)", col("b88", "x"))
row("relaxation R (B88)", col("b88", "r"))
row("X - R (B88)", [(data[n]["b88"]["x"] - data[n]["b88"]["r"]) * EV for n in names])
row("reference minus B88 Delta-SCF",
    [(data[n]["ref"] - data[n]["b88"]["relaxed"]) * EV for n in names])
row("Hartree-Fock response energy", col("hf", "om"))
row("error of Hartree-Fock response", [err_hf[n] for n in names])
row("error, short-range exchange c = 0.5", [err_half[n] for n in names])
row("error, short-range exchange c = 1", [err_one[n] for n in names])
row("error, c balanced on P", [err_bal[n] for n in names])
row("hydrogenic relativistic 1s shift, left out",
    [constants.alpha**2 * atoms[n].z ** 4 / 8 * EV for n in names])
row("slope of X_1s from N to P per unit Z", [slope * EV], "eV", 3)
row("range parameter mu", [MU], "1/bohr", 2)
row("fraction c balanced on P", [c_bal], "", 3)
row("P: 1s self-repulsion", [core_j], "hartree", 3)
row("P: its long-range part", [core_lr], "hartree", 3)
row("compact limit 2 mu/sqrt(pi)", [2 * MU / np.sqrt(np.pi)], "hartree", 3)
row("P: short-range share, 1s", [100 * (1 - core_lr / core_j)], "percent", 1)
row("P: short-range share, 3p", [100 * (1 - val_lr / val_j)], "percent", 1)
row("N: B88 omega, full response, PySCF", [full_om * EV], "eV", 2)
print("all good")
```

Printed output:

```
Hydrogenic 1s pair, B88, per unit of Z:
  self-repulsion J                                    0.6250  hartree
  exchange energy g(1)                               -0.3098  hartree
  derivative g'(1)                                   -0.3926  hartree
  removal defect J/2 + g'(1) - g(1)                   0.2296  hartree
  same defect                                          6.248  eV
Columns: atom                                              N        Na         P
nuclear charge Z                                           7        11        15  
B88 1s(down) orbital energy                          -381.88  -1031.68  -2077.22  eV
B88 orbital-energy gap                                379.13   1030.90   2074.67  eV
B88 response energy omega                             379.02   1030.96   2074.72  eV
reference: Hartree-Fock Delta-SCF                     396.59   1070.43   2137.57  eV
error of B88 omega                                    -17.56    -39.47    -62.85  eV
1s removal defect X_1s (B88)                           41.56     68.52     95.28  eV
electron-hole attraction (1s1s|aa)                     22.58      8.17     14.47  eV
whole defect X (B88)                                   25.87     61.91     84.81  eV
relaxation R (B88)                                      9.70     24.29     26.01  eV
X - R (B88)                                            16.18     37.61     58.80  eV
reference minus B88 Delta-SCF                           1.39      1.85      4.06  eV
Hartree-Fock response energy                          403.26   1092.51   2160.33  eV
error of Hartree-Fock response                          6.68     22.08     22.76  eV
error, short-range exchange c = 0.5                    -5.09    -11.69    -21.58  eV
error, short-range exchange c = 1                       6.84     16.12     19.39  eV
error, c balanced on P                                  1.25      2.93      0.01  eV
hydrogenic relativistic 1s shift, left out              0.43      2.65      9.17  eV
slope of X_1s from N to P per unit Z                   6.716  eV
range parameter mu                                      1.00  1/bohr
fraction c balanced on P                               0.763  
P: 1s self-repulsion                                   9.048  hartree
P: its long-range part                                 1.118  hartree
compact limit 2 mu/sqrt(pi)                            1.128  hartree
P: short-range share, 1s                                87.6  percent
P: short-range share, 3p                                 7.2  percent
N: B88 omega, full response, PySCF                    378.96  eV
all good
```
